# Path-Integral Energy and Heat Capacity by Coordinate Scaling, Without Hessians, part 2

The problem is to obtain the energy \(E_P=-\partial_\beta\ln Z_P\) and heat capacity \(C_P=\partial E_P/\partial T\) of distinguishable particles from rings of \(P\) beads \(x_s\), using potential energies at scaled geometries instead of gradients and Hessians. Set \(\hbar=1\), \(\beta=1/k_BT\) and \(\tau=\beta/P\); \(f\) counts Cartesian coordinates, with masses \(m_i\). \(Z_P\) is the trace of \(F(\tau)^P\), where \(F(\tau)=e^{-\tau V/2}e^{-\tau \hat K}e^{-\tau V/2}\) and \(P\ln F=-\beta \hat H+O(\beta^3/P^2)\). Rings have weight \(e^{-S-\beta\bar V}\), with
\[
S=\sum_{i,s}\frac{m_iP}{2\beta}(x_{i,s}-x_{i,s+1})^2,\qquad \bar V=\frac1P\sum_{s=1}^P V(x_s).
\]
With centroid \(x_c\), \(d_s=x_s-x_c\) and \(\beta'=t\beta\), the scaling identity is
\[
\frac{Z_P(\beta')}{Z_P(\beta)}=t^{-f/2}\big\langle e^{-[u(\beta')-u(\beta)]}\big\rangle_\beta,
\]
\[
u(\beta')=\frac{\beta'}P\sum_sV(x_c+\sqrt t\,d_s).
\]
Primes on \(u\) are derivatives with respect to \(\beta'\) at \(\beta'=\beta\). Then
\[
E_P=\langle\varepsilon\rangle,\qquad C_P/k_B=\beta^2\big[\langle\varepsilon^2\rangle-\langle\varepsilon\rangle^2-\langle\varepsilon'\rangle\big],
\]
\[
\varepsilon=\frac f{2\beta}+u',\qquad \varepsilon'=-\frac f{2\beta^2}+u'' .
\]
The double virial route uses
\[
u'=\bar V+\tfrac12g_1,\qquad \beta u''=\tfrac12g_1+\tfrac14(g_1+g_2)=\tfrac14(3g_1+g_2),
\]
where \(g_n=\frac1P\sum_s(d_s\cdot\nabla)^nV(x_s)\). The difference route takes a relative step \(h=\delta\beta/\beta\), \(u_0=\beta\bar V\) and \(u_\pm=\beta(1\pm h)P^{-1}\sum_sV\) at the geometries \(x_c+\sqrt{1\pm h}\,d_s\), and replaces \(u'\) and \(u''\) by \(D_1=(u_+-u_-)/(2h\beta)\) and \(D_2=(u_+-2u_0+u_-)/(h\beta)^2\):
\[
D_1=u'+\tfrac16h^2\beta^2u'''+\dots,\qquad D_2=u''+\tfrac1{12}h^2\beta^2u''''+\dots
\]
The leading biases relative to the virial averages are
\[
\Delta E=\tfrac16h^2\beta^2\langle u'''\rangle,
\]
\[
\Delta C/k_B=h^2\beta^4\big[\tfrac13\operatorname{cov}(u',u''')-\tfrac1{12}\langle u''''\rangle\big].
\]

The ring of the opening has 16 beads, for HF at 1500 K. With \(h=0.01\), \(u_-=0.916397782\), \(u_0=0.929466932\) and \(u_+=0.942615216\); the unrounded actions give \(\beta^2D_2=0.7913303\), against the virial \(\beta^2u''=0.7913305\).

The closing output also covers model tests: closed forms for the first four derivatives of \(u\); a quadratic \(V\), for which the differences are exact; \(V=x^2/2+x^3/5+x^4/10\) with \(m=1\), \(P=3\), \(\beta=2\); and a coupled model with \(f=2\), \(P=2\) and unequal masses.

## The lower limit on the step

Suppose each bead energy carries independent noise of zero mean and standard deviation \(\sigma\), and that the sampling weight is unaffected. The bead average then has noise \(\eta\) of variance \(\sigma^2/P\), and \(u(t\beta)\) has noise \(\beta t\eta\). In \(\beta^2D_2\) the noise is \(\beta[(1+h)\eta_+-2\eta_0+(1-h)\eta_-]/h^2\), and \((1+h)^2+4+(1-h)^2=6+2h^2\) gives the standard deviation per sample
\[
\delta(\beta^2D_2)=\frac{\beta\sigma}{h^2}\sqrt{\frac{6+2h^2}P}.
\]
This part averages out. The noise in \(D_1\) does not, since \(D_1\) enters through its variance. It is \([(1+h)\eta_+-(1-h)\eta_-]/2h\), of variance \((2+2h^2)\sigma^2/(4Ph^2)\), and it raises the heat capacity by
\[
\Delta C_{\rm noise}/k_B=\frac{\beta^2\sigma^2(1+h^2)}{2Ph^2}.
\]
Errors that are correlated between a geometry and its scaled neighbours, or that alter the sampling, lie outside this model.

## The HF molecule at 1500 K

The surface is a polynomial of degree 8 in \(y=1-e^{-\alpha(r-r_0)}\), \(\alpha=1.10\) bohr\(^{-1}\), \(r_0=1.74\) bohr, fitted to 13 frozen-core MP2/cc-pVDZ energies between 1.0 and 3.1 bohr with a largest residual of \(1.9\times10^{-5}\) Eh. The fit defines \(V\), with zero at its minimum. It has \(r_e=1.7379\) bohr and \(V''(r_e)=0.6310\) Eh/bohr². With the reduced mass \(\mu=1744.89\,m_e\), \(\omega=\sqrt{0.6310/1744.89}=0.019016\) Eh, and \(\beta=210.517\) Eh\(^{-1}\) gives \(\beta\omega=4.003\). This level leaves out basis-set completeness, correlation beyond second order, core correlation, and relativistic and non-adiabatic effects, so the results describe this surface and are not a stand-in for measurement. The digits shown belong to this fit and this basis. Another fitting form on cc-pVDZ energies gives \(V''(r_e)\approx0.630\) and moves the level-sum heat capacity below by \(0.0003\,k_B\). Frozen-core MP2 with cc-pVTZ or aug-cc-pVTZ gives \(r_e=1.735\) or \(1.742\) bohr and \(V''(r_e)=0.633\) or \(0.616\) Eh/bohr². These bases shift that heat capacity by about \(-0.002\) or \(+0.008\,k_B\) (\(C_V=23.85\) or \(23.94\) J/(mol K)) and give an energy of 57.1 or 56.8 kJ/mol.

Bead by bead, \(m_H\Delta x_H^2+m_F\Delta x_F^2=M\Delta X^2+\mu\Delta x^2\) for the centre of mass \(X\) and relative vector \(x\), so the ring separates. The centre-of-mass ring has \(u=0\), and the scaling identity gives it \(Z\propto\beta^{-3/2}\), that is \(3/2\beta\) in \(E\) and \(\tfrac32k_B\) in \(C\) at any \(P\). The relative ring has \(f=3\). With \(r=|x|\), \(n=x/r\) and \(\partial_jn_i=(\delta_{ij}-n_in_j)/r\),
\[
\nabla V=V'n,\qquad H=V''nn^{\mathsf T}+\frac{V'}r\,(1-nn^{\mathsf T}).
\]
The dissociated continuum is cut off at 3.1 bohr; \(\beta V\) was checked to exceed 25 at both ends of the range.

For the ring of the opening, \(\bar V=0.00441517\), \(g_1=0.00362350\) and \(g_2=0.00416547\) Eh. The virial route gives
\[
\beta u'=210.517\,(0.00441517+0.00181175)=1.31087,
\]
\[
\beta^2u''=210.517\,(0.01087050+0.00416547)/4=0.79133 .
\]
The difference route gives \(\beta D_1=(0.942615216-0.916397782)/0.02=1.3108717\), against 1.3108704 for the unrounded \(\beta u'\). The gap of \(1.3\times10^{-6}\), like the gap of \(2\times10^{-7}\) in the second derivative, is of the size of the \(h^2\) terms seen in the step scan.

Over 2000 rings from the proposal described below, taken without weights, the root-mean-square value of \(\beta^2(D_2-u'')\) falls from \(3.47\times10^{-5}\) at \(h=0.1\) to \(8.68\times10^{-6}\) at \(h=0.05\), a factor 4, then to \(3.47\times10^{-7}\) at \(h=0.01\) and \(3.81\times10^{-9}\) at \(h=10^{-3}\). At the smaller steps computed it is larger again: \(1.52\times10^{-7}\) at \(h=10^{-4}\) and \(1.49\times10^{-3}\) at \(h=10^{-6}\), a factor near \(10^4\) for a factor 100 in \(h\), which is the \(h^{-2}\) law of noise, here from double-precision rounding. At \(h=10^{-3}\) the two trends extrapolate to \(3.5\times10^{-9}\) and \(1.5\times10^{-9}\), whose quadrature sum \(3.8\times10^{-9}\) matches the observed \(3.81\times10^{-9}\).

Rings were drawn by importance sampling. The estimators are rotationally invariant, so the centroid is placed on the \(z\) axis at distance \(r_c\) with measure \(r_c^2dr_c\). It is drawn from a Gaussian of mean 1.7679 bohr and width 0.1215 bohr. The internal normal modes are Gaussian, with weight \(e^{-S}\) across the axis and \(e^{-S-W}\) along it, \(W=(\beta V''(r_e)/2P)\sum_sd_{s,z}^2\). Target over proposal is then \(w=r_c^2e^{-u_0+W}\) divided by the centroid Gaussian. That Gaussian falls faster than \(e^{-\beta V}\) on the stretched side, so \(w\) grows at large \(r_c\). The region beyond 2.6 bohr, about seven widths out with \(\beta V\approx20\), is not visited and adds negligibly to \(E\) and \(C\), but the error bars and the effective fraction quoted below describe the visited region only. Averages are \(\sum w\psi/\sum w\), and with \(\psi=\beta^2[(\varepsilon-E)^2-\varepsilon']\) the error of \(C/k_B\) is \([\sum w^2(\psi-\langle\psi\rangle)^2]^{1/2}/\sum w\).

The reference uses no scaling. In partial waves \(Z_P=\sum_l(2l+1)\operatorname{Tr}F_l^P\), where \(F_l\) is the radial form of \(F(\tau)\) on a sinc grid with the centrifugal term in the kinetic operator, and \(\ln Z_P\) is differentiated numerically. The limit \(P\to\infty\) is the Boltzmann sum over the levels of the same surface.

| method | \(E\) (Eh) | \(C\) (\(k_B\)) |
|---|---|---|
| differences, \(P=16\) | 0.014534(9) | 1.398(4) |
| double virial, \(P=16\) | 0.014534(9) | 1.398(4) |
| transfer matrix, \(P=16\) | 0.014543 | 1.4016 |
| level sum | 0.014616 | 1.3707 |

With 200000 rings and \(h=0.01\), the sampled values lie about one standard error below the \(P=16\) reference. Three errors in \(C\) can be ranked. The step bias relative to the virial average on the same sample is \(1.1\times10^{-6}\,k_B\). The statistical error is \(0.004\,k_B\). The discretization error is \(1.4016-1.3707=0.031\,k_B\), or 2.3% of the level-sum value, and is the largest. It is positive at each \(P\) computed, and it falls by 3.98 from \(P=32\) to \(P=64\), close to the factor 4 of the \(P^{-2}\) law. A classical rigid rotor gives \(k_B\), and a harmonic vibration at \(\beta\omega=4.003\) gives \((\beta\omega)^2e^{\beta\omega}/(e^{\beta\omega}-1)^2=0.30\); the remaining \(0.07\,k_B\) collects every departure from that separable picture and is not resolved further here.

Adding the centre of mass, \(E=0.014534+1.5/210.517=0.021659\) Eh \(=56.87\pm0.02\) kJ/mol above the potential minimum, and \(C_V=2.898\,k_B=24.09\pm0.03\) J/(mol K) at \(P=16\). The level sums give 57.08 kJ/mol and 23.87 J/(mol K).

## Why the scaled form, and which step

Differentiating the unscaled integrand, with prefactor \(\beta^{-fP/2}\) and \(S\propto1/\beta\), gives the primitive pair \(\varepsilon_T=fP/2\beta-S/\beta+\bar V\) and \(\varepsilon_T'=(2S-fP/2)/\beta^2\). Used in place of \(\varepsilon\) and \(\varepsilon'\), this pair gives the same \(E_P\) and \(C_P\), although \(\langle\varepsilon_T'\rangle\) and \(\langle\varepsilon'\rangle\) differ in general. When most modes are dominated by the springs, \(S\) is a sum of \(f(P-1)\) terms \(\tfrac12z^2\) with standard normal \(z\), of variance \(N=f(P-1)/2\). For large \(N\) its deviation is nearly Gaussian, the square of that deviation has variance \(2N^2\), and the spread of \(\psi\) per sample is \(\sqrt2N\) at leading order. For \(f=3\) and \(P=8,16,32\) this estimate is 14.8, 31.8 and 65.8; the sampled spreads are 14.3, 30.9 and 65.5. The scaled estimator contains no \(S\), and its spreads are 2.46, 2.39 and 2.45, flat over this range. On the \(P=16\) sample the primitive result is \(C=1.42\pm0.07\,k_B\). Its energy, \(0.014426\pm0.000052\) Eh, sits 2.2 standard errors below the reference, inside the four allowed by the test.

The error of the scaled \(C\), 0.0039, is smaller than \(2.39/\sqrt{200000}=0.0053\), although the weights are unequal. The error formula weights \((\psi-\langle\psi\rangle)^2\) by \(w^2\), whereas the squared spread is \(\sum w(\psi-\langle\psi\rangle)^2/\sum w\). For \(n\) samples, \(n\) times the squared error divided by the squared spread is therefore the average of \(w\) with weights \(w(\psi-\langle\psi\rangle)^2\), divided by the plain mean of \(w\). The ratio found, \((0.0039/0.0053)^2\approx0.5\), says that the large deviations fall where \(w\) is below its mean.

Injecting noise of \(3\times10^{-4}\) Eh per bead at \(h=0.01\) raised the variance term of \(C\) by \(1.243\,k_B\), against 1.247 from the formula, and gave \(\beta^2D_2\) a deviation of 386.2, against 386.8. For \(\sigma=10^{-6}\) Eh the formulas give a bias of \(1.4\times10^{-5}\,k_B\), which is harmless here, and a deviation of \(210.517\times10^{-6}\sqrt{6/16}/10^{-4}=1.29\), which would add \((1.29/2.39)^2=29\%\) to the variance per sample of a direct sampler. For the weighted sample used here, with effective fraction \((\sum w)^2/(n\sum w^2)=0.885\), it contributes \(1.29/\sqrt{0.885\times200000}=0.0031\) against 0.0039, about 60% of the variance. At \(h=0.05\) that deviation is 25 times smaller, while the \(h^2\) law puts the step bias near \(25\times1.1\times10^{-6}\approx3\times10^{-5}\,k_B\), still about a hundredth of the statistical error. For this molecule at that noise level, the larger step is the better choice.

## Numbers as computed

```
symbolic: max |d^n u/db^n - closed form|, n=1..4 = 2.3e-41 (model units)
quadratic V, h=0.5: max |FD - virial| = 4.6e-14 (model units)
f=1 P=3 beta=2: E definition 0.61836642 virial 0.61836642 (model units)
f=1 P=3: C definition 0.72880719 double virial 0.72880720 FD(h=0.01) 0.72880833 kB
f=1 P=3: bias/h^2 found|predicted E 0.00444|0.00444, C 0.01139|0.01139 kB
f=2 P=2 beta=2: E definition 1.32287276 virial 1.32287276 (model units)
f=2 P=2: C definition 1.59509910 double virial 1.59509911 FD(h=0.01) 1.59510058 kB
f=2 P=2: bias/h^2 found|predicted E 0.00463|0.00463, C 0.01476|0.01476 kB
fit: alpha=1.10 1/bohr, r0=1.74 bohr, range 1.0-3.1 bohr, 13 points
fit coefficients a0..a4 (Eh): 0.000001 0.001195 0.259233 -0.044876 0.026667
fit coefficients a5..a8 (Eh): 0.009222 0.009464 0.005577 0.001519
max fit residual = 1.9e-05 Eh, energy at minimum = -100.221059 Eh
r_e = 1.7379 bohr, V''(r_e) = 0.6310 Eh/bohr^2, omega = 0.019016 Eh
masses H 1.0080 u, F 18.9984 u, reduced mass = 1744.89 m_e
T = 1500 K, beta = 210.517 1/Eh, beta*omega = 4.0033
transfer matrix P=8: E = 0.0143353 Eh, C = 1.48386 kB
transfer matrix P=16: E = 0.0145426 Eh, C = 1.40157 kB
transfer matrix P=32: E = 0.0145974 Eh, C = 1.37861 kB
transfer matrix P=64: E = 0.0146113 Eh, C = 1.37270 kB
level sum P->inf: E = 0.0146159 Eh, C = 1.37072 kB, lowest level 0.0094263 Eh
Trotter error ratio P=32/P=64: E 3.988, C 3.976
proposal: centroid mean 1.7679 bohr, width 0.1215 bohr
sampling: P=16, h=0.01, 200000 rings, effective fraction 0.885
FD scaling: E = 0.0145336 +- 0.0000094 Eh, C = 1.3979 +- 0.0039 kB
double virial: E = 0.0145336 +- 0.0000094 Eh, C = 1.3979 +- 0.0039 kB
primitive: E = 0.0144261 +- 0.0000521 Eh, C = 1.4199 +- 0.0726 kB
FD - virial: E 1.33e-09 Eh, C 1.08e-06 kB
per-sample spread of C, FD, P=8,16,32: 2.46 2.39 2.45 kB
per-sample spread of C, primitive: 14.27 30.89 65.46 kB
one ring: u- = 0.916397782, u0 = 0.929466932, u+ = 0.942615216 (dimensionless)
one ring: Vbar = 0.00441517, g1 = 0.00362350, g2 = 0.00416547 Eh
one ring: beta*D1 = 1.3108717, beta*u1 = 1.3108704
one ring: beta^2*D2 = 0.7913303, beta^2*u2 = 0.7913305
h=1e-01: rms beta(D1-u1) = 2.32e-04, rms beta^2(D2-u2) = 3.47e-05
h=5e-02: rms beta(D1-u1) = 5.81e-05, rms beta^2(D2-u2) = 8.68e-06
h=1e-02: rms beta(D1-u1) = 2.32e-06, rms beta^2(D2-u2) = 3.47e-07
h=1e-03: rms beta(D1-u1) = 2.32e-08, rms beta^2(D2-u2) = 3.81e-09
h=1e-04: rms beta(D1-u1) = 2.33e-10, rms beta^2(D2-u2) = 1.52e-07
h=1e-06: rms beta(D1-u1) = 4.94e-10, rms beta^2(D2-u2) = 1.49e-03
noise 3e-04 Eh: C bias found 1.243, law 1.247 kB
noise 3e-04 Eh: deviation of beta^2*D2 found 386.2, law 386.8
noise 1e-06 Eh (law): C bias 1.4e-05 kB, deviation of beta^2*D2 1.29
with centre of mass, FD P=16: E = 0.021659 Eh = 56.87 +- 0.02 kJ/mol
with centre of mass, FD P=16: C_V = 2.898 kB = 24.09 +- 0.03 J/(mol K)
with centre of mass, P->inf: E = 0.021741 Eh = 57.08 kJ/mol
with centre of mass, P->inf: C_V = 2.871 kB = 23.87 J/(mol K)
```
